Density-of-States Mass of an Elliptical Valley in Two Dimensions

PROBLEM

The electrons of a thin channel move freely in the x-y plane and occupy one valley of the conduction band. Near the bottom of the valley their energy is

E = (ħ²/2)(k_x²/m_x + k_y²/m_y),

with m_x = 0.15 m0 and m_y = 1.2 m0, where m0 is the free-electron mass. The energy is measured from the valley bottom, and k_x, k_y are measured from the point in k space where that bottom lies. Only the lowest subband is considered, so motion across the thickness of the channel adds no further states.

The density-of-states mass m_d is the mass of a circular valley, E = ħ²k²/(2m_d), that has the same number of states per area and per energy as the elliptical one. Find m_d. Then find how far a sheet density of 5.0 × 10¹² cm⁻² fills the valley at zero temperature.

A TEMPTING SOLUTION, WHICH IS WRONG

The states with energy below E fill a region of k space, and their number is proportional to its area. For a circular valley the region is a disc of area πk², with k² = 2mE/ħ². In the elliptical valley the edge of the region lies at different distances along the two axes:

along x: k² = 2m_x E/ħ²,
along y: k² = 2m_y E/ħ².

The two directions deserve equal weight, so one inserts the average of the two values of k² into the area of the disc:

area = π · (1/2)(2m_x E/ħ² + 2m_y E/ħ²) = (2πE/ħ²) · (m_x + m_y)/2.

A circular valley of mass m has the area 2πmE/ħ². Comparison gives

m = (m_x + m_y)/2 = (0.15 + 1.2)/2 m0 = 0.675 m0.

The argument uses the right quantity, an area in k space, and it gives the right answer when m_x = m_y. For unequal masses it fails.

WHERE THE FAULT LIES

Let k(θ) be the distance from the centre to the edge of the region in the direction θ, counted from the k_x axis. A thin sector of opening dθ is a triangle with area (1/2)k(θ)² dθ. The whole area is therefore

S = (1/2) ∫ k(θ)² dθ, with θ running from 0 to 2π.

This equals π times the average of k(θ)² over all directions. Averaging k² was thus a sound idea. The fault is that the average was taken over two special directions, the longest and the shortest, instead of over all of them.

To see what the other directions contribute, insert k_x = k cos θ and k_y = k sin θ into the energy:

E = (ħ²k²/2)(cos²θ/m_x + sin²θ/m_y).

This has the form E = ħ²k²/(2m(θ)) if a directional mass m(θ) is defined by

1/m(θ) = cos²θ/m_x + sin²θ/m_y.

Along x it is 0.15 m0 and along y it is 1.2 m0. Halfway between, at 45 degrees, cos²θ = sin²θ = 1/2, and

1/m = (1/2)(1/0.15 + 1/1.2)/m0 = (1/2)(6.667 + 0.833)/m0 = 3.75/m0,

so m = 0.267 m0. This is far below the 0.675 m0 that the tempting solution uses as its average. The large mass belongs to a narrow range of directions. If φ is the angle away from the y axis, then

1/m = cos²φ/m_y + sin²φ/m_x = (1/m_y)[1 + (m_y/m_x − 1) sin²φ],

where cos²φ was replaced by 1 − sin²φ. Since m_y/m_x = 8, the bracket is 1 + 7 sin²φ. The mass has dropped to half of m_y when 7 sin²φ = 1, which is at φ ≈ 22 degrees. Giving the heavy direction half of the total weight therefore counts too many states.

A second shortcut fails in the opposite sense. One may average the inverse mass over all directions and then invert the result. Because cos²θ and sin²θ both average to 1/2, this gives the harmonic mean, 0.267 m0. All directions are now included, but the wrong quantity is averaged: the sector area is proportional to k(θ)², hence to m(θ) and not to 1/m(θ). Averaging 1/m(θ) gives the mean energy on a circle of fixed k. The number of states below a fixed energy is a different question.

THE RIGHT SOLUTION

Step 1: the density of allowed k points. Take a square sample of side L and area A = L², with periodic boundary conditions. A plane wave must return to its value when x increases by L, so k_x L is a multiple of 2π, and the same holds for k_y. Neighbouring points are 2π/L apart in both directions. Each k point thus owns the area (2π/L)² = (2π)²/A in k space. It holds two electrons, one for each spin direction.

Step 2: the edge of the occupied region. At fixed E, divide the dispersion by E:

k_x²/(2m_x E/ħ²) + k_y²/(2m_y E/ħ²) = 1.

This is an ellipse with semi-axes

a = √(2m_x E)/ħ along k_x,
b = √(2m_y E)/ħ along k_y.

The heavier direction has the longer semi-axis, because a larger k is needed there to reach the same energy.

Step 3: its area. A circle of radius a has the area πa². Stretching the plane along k_y by the factor b/a turns this circle into the ellipse and multiplies every area by b/a. Hence

S = πa² · (b/a) = πab = π · √(2m_x E) √(2m_y E)/ħ² = 2π√(m_x m_y) E/ħ².

The two masses enter as a product because area is length times width.

Step 4: the number of states. Dividing S by the area per k point and multiplying by 2 for spin gives the number N of states below E:

N = 2S/[(2π)²/A].

Per sample area this is

N/A = 2S/(4π²) = S/(2π²) = √(m_x m_y) E/(πħ²).

Step 5: the density of states. The number of states per area and energy is the derivative with respect to E:

g = d(N/A)/dE = √(m_x m_y)/(πħ²) for E > 0.

It does not depend on energy, because the area of the ellipse grows in proportion to E.

Step 6: the comparison. For a circular valley both masses equal m_d, and the same formula gives g = m_d/(πħ²). The two densities of states agree if

m_d = √(m_x m_y).

The density-of-states mass is the geometric mean of the two principal masses. With the given values,

m_d = √(0.15 × 1.2) m0 = √0.18 m0 = 0.4243 m0 ≈ 0.42 m0.

Measured against this value, the arithmetic mean overcounts the states by the factor 0.675/0.4243 = 1.59. The harmonic mean finds 0.2667/0.4243 = 0.63 of them.

THE REPAIRED AVERAGE

The tempting solution can be mended by averaging m(θ) over all directions. The four quadrants contribute equally, so

average of m(θ) = (4/2π) ∫ dθ/(cos²θ/m_x + sin²θ/m_y), θ from 0 to π/2.

Substitute t = tan θ. Then cos²θ = 1/(1 + t²), sin²θ = t²/(1 + t²) and dθ = dt/(1 + t²). The factors 1 + t² cancel, and the integral becomes

∫ dt/(1/m_x + t²/m_y), t from 0 to ∞.

With t = u√(m_y/m_x), the denominator is (1 + u²)/m_x and dt = √(m_y/m_x) du. The integral is then

m_x √(m_y/m_x) ∫ du/(1 + u²) = √(m_x m_y) · π/2.

Multiplication by 4/(2π) = 2/π leaves √(m_x m_y), in agreement with the area of the ellipse.

The order of the three means holds for any pair of masses. First,

(m_x + m_y)/2 − √(m_x m_y) = (1/2)(√m_y − √m_x)² ≥ 0,

so the arithmetic mean is never too small. Second, the harmonic mean is 2m_x m_y/(m_x + m_y), which is m_d² divided by the arithmetic mean. Since the arithmetic mean is at least m_d, the harmonic mean is at most m_d. All three agree when m_x = m_y.

NUMBERS FOR THE VALLEY

In convenient units ħ²/m0 = 76.20 meV nm². At E = 50 meV the semi-axes are

a = √(2 × 0.15 × 50/76.20) nm⁻¹ = 0.4437 nm⁻¹,
b = √(2 × 1.2 × 50/76.20) nm⁻¹ = 1.2549 nm⁻¹.

Their ratio is √8 ≈ 2.83, the square root of the mass ratio. The enclosed area is

S = π × 0.4437 × 1.2549 nm⁻² = 1.749 nm⁻²,

and the number of states per sample area is

N/A = 1.749/(2π²) nm⁻² = 0.0886 nm⁻² = 8.86 × 10¹² cm⁻².

The last step uses 1 nm⁻² = 10¹⁴ cm⁻². Division by 50 meV gives the density of states,

g = 1.772 × 10¹¹ meV⁻¹ cm⁻².

At zero temperature the electrons fill the valley from the bottom up to the Fermi energy E_F. Because g is constant, the sheet density is n = gE_F, and

E_F = n/g = 5.0 × 10¹²/(1.772 × 10¹¹) meV = 28.2 meV.

With the wrong mass of 0.675 m0 the density of states would be too large by the factor 1.59, and the Fermi energy would come out as 28.2/1.59 meV ≈ 17.7 meV.

A COUNT WITHOUT THE FORMULA

The result can be tested by listing the allowed k points of a square sample with a side of 2000 nm, evaluating the energy at each and counting. The numerical output below contains the results. Up to 50 meV the elliptical valley holds 354514 states, and a circular valley of mass m_d holds 354450. The difference is about 0.02 percent of either number. Converted into a mass, the elliptical count gives 0.4243 m0. The test required agreement with the formula to 0.3 percent, and it also required the arithmetic and harmonic means to miss the counted mass by more than 20 percent.

The small difference has a simple origin. Draw around each k point the square cell that it owns. A cell lying wholly inside the ellipse is counted, and a cell lying wholly outside is not. The count can therefore differ from the area formula only through cells cut by the edge. Their number grows in proportion to L, while the total number of states grows as L², so the relative error falls at least as fast as 1/L.

Counting in two separate energy windows tests whether g is constant. The window from 10 to 20 meV gives 0.4243 m0, and that from 40 to 50 meV gives 0.4246 m0. The second value is less than 0.1 percent above the formula, within the tolerance of 1 percent set for the windows. A window holds a fifth of the states below 50 meV and has two edges, so a given miscount weighs more heavily there.

Finally, the levels can be filled one after another with two electrons each. At 5.0 × 10¹² cm⁻² the last filled level lies at 28.21 meV, the same as the formula value to the digits shown.

WHEN THE AXES ARE ROTATED

The formula √(m_x m_y) requires the principal masses. The x and y axes of a channel may be turned within the plane against the principal axes, and then the energy contains a mixed term:

E = (ħ²/2)(W_xx k_x² + 2W_xy k_x k_y + W_yy k_y²).

The coefficients W form the inverse-mass tensor. Let the light axis make the angle α with the new x axis, and write m_1 = 0.15 m0 and m_2 = 1.2 m0 for the principal masses. The components of k along the light and heavy axes are

p = k_x cos α + k_y sin α,
q = −k_x sin α + k_y cos α.

Inserting them into E = (ħ²/2)(p²/m_1 + q²/m_2) and collecting terms gives, with c = cos α and s = sin α,

W_xx = c²/m_1 + s²/m_2,
W_yy = s²/m_1 + c²/m_2,
W_xy = cs(1/m_1 − 1/m_2).

Now form the determinant W_xx W_yy − W_xy². The product of the diagonal elements is

W_xx W_yy = c²s²(1/m_1² + 1/m_2²) + (c⁴ + s⁴)/(m_1 m_2),

and the square of the mixed element is

W_xy² = c²s²(1/m_1² + 1/m_2²) − 2c²s²/(m_1 m_2).

Subtraction removes the first terms and leaves

det W = (c⁴ + 2c²s² + s⁴)/(m_1 m_2) = (c² + s²)²/(m_1 m_2) = 1/(m_1 m_2).

The angle has dropped out, as it must, since turning an ellipse does not change its area. For any choice of axes in the plane,

m_d = 1/√(det W).

For α = 30 degrees the elements, in units of 1/m0, are W_xx = 5.2083, W_yy = 2.2917 and W_xy = 2.5259. Then

det W = 5.2083 × 2.2917 − 2.5259² = 11.936 − 6.380 = 5.556,

and 1/√5.556 = 0.4243, as before. The count for the rotated valley also gives 0.4243 m0.

Here lies another trap. Reading 1/W_xx and 1/W_yy as the two masses and taking their geometric mean gives 1/√11.936 = 0.2895, in units of m0. This drops W_xy², which is never negative. The determinant is then overestimated and the mass underestimated whenever the mixed term is present.

Here W is the tensor of the two-dimensional subband. It equals the in-plane block of the bulk tensor only if the film normal z is a principal axis of the bulk valley. Otherwise the bulk energy contains terms W_xz k_x k_z and W_yz k_y k_z. Completing the square in k_z shows that, for a confining potential that depends on z alone, the subband has the elements W_ij − W_iz W_jz/W_zz. For a valley with masses 0.19, 0.19 and 0.916 m0 whose heavy axis is tilted 45 degrees from the normal, the subband masses are 0.19 and 0.553 m0 and m_d = 0.324 m0, while the in-plane block alone would give 0.245 m0.

WHAT THE MASS DOES AND DOES NOT TELL

The mass m_d counts states. It is not the mass with which an electron responds to a force. For a force F along the principal axis x, the velocity is v_x = (1/ħ)∂E/∂k_x = ħk_x/m_x, and ħ dk_x/dt = F. The acceleration between collisions is therefore F/m_x, with the mass 0.15 m0.

This distinction matters for a channel. If the current flows along x, the electrons respond with the light mass, while the heavy mass across the current raises the number of states. Compared with a circular valley of mass 0.15 m0, the density of states is larger by the factor √(m_x m_y)/m_x = √(m_y/m_x) = √8 ≈ 2.83. The same sheet density then needs a Fermi energy smaller by this factor. Turning the current to the y direction changes the responding mass to 1.2 m0 but leaves m_d as it is.

If g_v equivalent valleys are occupied, their states add, and the total density of states is g_v m_d/(πħ²). The number g_v is kept outside the mass here. An effective mass that absorbs it would be g_v m_d, so a quoted value needs a statement of which convention is meant.

The filling energy of 28.2 meV belongs to zero temperature. At temperature T the constant g multiplies the integral of the Fermi function with chemical potential μ:

n = g ∫ dE/(e^((E−μ)/k_B T) + 1), E from 0 to ∞.

The integrand is the derivative of −k_B T ln(1 + e^((μ−E)/k_B T)), which vanishes at the upper limit. Hence

n = g k_B T ln(1 + e^(μ/k_B T)).

Setting n = gE_F and solving for μ gives

μ = k_B T ln(e^(E_F/k_B T) − 1).

For k_B T much smaller than E_F, the 1 is negligible and μ approaches E_F. For k_B T = E_F one finds μ = E_F ln(e − 1) ≈ 0.54 E_F, so the zero-temperature value is then a poor estimate of the chemical potential. The valley of this problem is close to that case at room temperature: at 300 K, k_B T = 25.9 meV and μ ≈ 17.6 meV, against E_F = 28.2 meV. The mass m_d itself is unaffected by temperature in this model.

The result also rests on the parabolic dispersion. For a general band in which one closed energy contour encloses all the states below E, steps 4 and 5 still give g = (1/2π²) dS/dE, and comparison with m/(πħ²) defines

m_d(E) = (ħ²/2π) dS/dE.

For the ellipse this returns √(m_x m_y). If the band bends away from a parabola, S is in general no longer proportional to E, and m_d then depends on energy. The heavy direction deserves particular attention, because its semi-axis b grows as √m_y. If m_y is made ever larger at fixed E, the formula lets m_d grow without bound, but the band energy is periodic in k, with a copy of the valley in every period of the reciprocal lattice. As a description of this one band, the parabola must fail at the latest when the ellipse would overlap its own copies, because one k point cannot have two different energies in the same band; the second state belongs to a higher band. The geometric mean applies as long as the whole ellipse stays in the parabolic part of the valley.

Computed results

```
mass along x: 0.15 m0
mass along y: 1.20 m0
product of the masses: 0.1800 m0^2
density-of-states mass, formula: 0.4243 m0
density-of-states mass, two digits: 0.42 m0
arithmetic mean of the masses: 0.6750 m0
harmonic mean of the masses: 0.2667 m0
hbar^2/m0: 76.200 meV nm^2
reference energy: 50.0 meV
semi-axis along kx: 0.4437 nm^-1
semi-axis along ky: 1.2549 nm^-1
k-space area of the ellipse: 1.7492 nm^-2
states per area below it, formula: 8.8614e+12 cm^-2
states per area below it, count: 8.8628e+12 cm^-2
density of states, formula: 1.7723e+11 meV^-1 cm^-2
side of the counted sample: 2000 nm
counted states, elliptical valley: 354514
counted states, circular valley of mass m_d: 354450
mass from the count: 0.4243 m0
mass from the count, 10 to 20 meV: 0.4243 m0
mass from the count, 40 to 50 meV: 0.4246 m0
rotation angle: 30 degrees
rotated W_xx: 5.2083 1/m0
rotated W_yy: 2.2917 1/m0
rotated W_xy: 2.5259 1/m0
determinant of rotated W: 5.5556 1/m0^2
mass from the determinant: 0.4243 m0
mass from the count, rotated ellipse: 0.4243 m0
mass from diagonal elements only: 0.2895 m0
sheet density: 5.0e+12 cm^-2
Fermi energy, formula: 28.21 meV
Fermi energy, filled levels: 28.21 meV
```
